# Finite-Temperature Kohn-Sham Response with Diagonal Terms and Fermi-Level Shift: test program

```python
"""
Finite-temperature Kohn-Sham density response, tested by finite differences.

Result under test (spin-unpolarized, real orbitals phi_i, levels e_i):
  chi_mu(x,x') = 2 sum_ij F_ij phi_i(x) phi_j(x) phi_i(x') phi_j(x')
  F_ij = (f_i-f_j)/(e_i-e_j), or f'(e_i) whenever e_i = e_j
  chi_N = chi_mu - a(x) a(x')/A,  a = 2 sum_i f'_i phi_i^2,  A = 2 sum_i f'_i
  dmu/dlambda = sum_i f'_i w_ii / sum_i f'_i
f: Fermi function, mu: chemical potential, T: temperature in hartree,
lambda*w(x): change of the Kohn-Sham potential, N: mean electron number.
Hartree atomic units. The reference densities come from a matrix exponential.
"""
import numpy as np
from scipy import constants
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import expit

OMEGA = 0.5
TEMP = 0.2
N_EL = 4.0
STEP = 0.004


def build_well(dx):
    """Sinc-grid Hamiltonian of the harmonic well, and the perturbation w."""
    half = int(round(10.0 / dx))
    idx = np.arange(-half, half + 1)
    x = dx * idx
    d = idx[:, None] - idx[None, :]
    safe = np.where(d == 0, 1, d)
    sign = np.where(d % 2 == 0, 1.0, -1.0)
    kinetic = np.where(d == 0, np.pi**2 / (6 * dx**2),
                       sign / (dx**2 * safe.astype(float)**2))
    ham = kinetic + np.diag(0.5 * OMEGA**2 * x**2)
    return x, ham, np.exp(-(x - 1.0)**2)


def occupations(e, mu, temp):
    return expit(-(e - mu) / temp)


def occupation_slope(e, mu, temp):
    return -expit((e - mu) / temp) * expit(-(e - mu) / temp) / temp


def find_mu(e, number, temp):
    return brentq(lambda m: 2 * occupations(e, m, temp).sum() - number,
                  -5.0, 20.0, xtol=1e-14, rtol=1e-15)


def pair_factors(e, mu, temp):
    """Divided differences of the Fermi function; slope at equal energies."""
    f = occupations(e, mu, temp)
    de = e[:, None] - e[None, :]
    equal = np.abs(de) < 1e-7
    mid = 0.5 * (e[:, None] + e[None, :])
    ratio = (f[:, None] - f[None, :]) / np.where(equal, 1.0, de)
    return np.where(equal, occupation_slope(mid, mu, temp), ratio)


def chi_from_factors(factors, orb, dx):
    products = orb[:, None, :] * orb[None, :, :]
    return 2 * np.sum((products @ factors) * products, axis=2) / dx**2


def response_functions(ham, dx, number, temp):
    e, orb = np.linalg.eigh(ham)
    mu = find_mu(e, number, temp)
    factors = pair_factors(e, mu, temp)
    slope = occupation_slope(e, mu, temp)
    chi_mu = chi_from_factors(factors, orb, dx)
    a = 2 * (orb**2 @ slope) / dx
    big_a = 2 * slope.sum()
    chi_n = chi_mu - np.outer(a, a) / big_a
    return e, orb, mu, factors, slope, chi_mu, chi_n, a, big_a


def density_matrix(ham, mu, temp):
    """One-spin density matrix without any orbitals."""
    one = np.eye(len(ham))
    q = expm(-(ham - mu * one) / temp)
    return np.linalg.solve(one + q, q)


def derivative(fn, h=STEP):
    return (8 * (fn(h) - fn(-h)) - (fn(2 * h) - fn(-2 * h))) / (12 * h)


def second_derivative(fn, h=0.005):
    return (-fn(2 * h) + 16 * fn(h) - 30 * fn(0.0)
            + 16 * fn(-h) - fn(-2 * h)) / (12 * h**2)


def rel_error(trial, reference):
    return np.linalg.norm(trial - reference) / np.linalg.norm(reference)


# ---------- harmonic well: analytic ingredients ----------
dx = 0.25
x, ham, w = build_well(dx)
W = np.diag(w)
(e, orb, mu0, factors, slope, chi_mu, chi_n, a,
 big_a) = response_functions(ham, dx, N_EL, TEMP)
f = occupations(e, mu0, TEMP)
w_orb = orb.T @ W @ orb
w_diag = np.diag(w_orb)
dmu = (slope @ w_diag) / slope.sum()
assert np.allclose(e[:8], OMEGA * (np.arange(8) + 0.5), atol=1e-8)

# ---------- density matrix response at fixed mu ----------
dgamma_fd = derivative(lambda s: density_matrix(ham + s * W, mu0, TEMP))
gamma_dev = np.abs(orb.T @ dgamma_fd @ orb - factors * w_orb).max()
assert gamma_dev < 1e-6

# ---------- density response at fixed mu and at fixed N ----------
dn_mu = chi_mu @ w * dx
dn_n = chi_n @ w * dx
dn_mu_fd = 2 * np.diag(dgamma_fd) / dx


def mu_of(s):
    return find_mu(np.linalg.eigvalsh(ham + s * W), N_EL, TEMP)


def density_fixed_n(s):
    return 2 * np.diag(density_matrix(ham + s * W, mu_of(s), TEMP)) / dx


dn_n_fd = derivative(density_fixed_n)
dmu_fd = derivative(mu_of)
assert rel_error(dn_mu, dn_mu_fd) < 1e-6
assert rel_error(dn_n, dn_n_fd) < 1e-6
assert abs(dmu - dmu_fd) < 1e-7

# ---------- derivative with respect to mu, and a constant potential ----------
dn_dmu_fd = derivative(
    lambda s: 2 * np.diag(density_matrix(ham, mu0 + s, TEMP)) / dx)
assert rel_error(-a, dn_dmu_fd) < 1e-6
assert rel_error(chi_mu.sum(axis=1) * dx, a) < 1e-9
assert np.abs(chi_n.sum(axis=1) * dx).max() < 1e-9
assert np.linalg.eigvalsh(chi_n).max() < 1e-9

# ---------- what goes wrong when a term is left out ----------
off_factors = factors - np.diag(np.diag(factors))
dn_off = chi_from_factors(off_factors, orb, dx) @ w * dx
err_full = rel_error(dn_n, dn_n_fd)
err_no_diag = rel_error(dn_off, dn_n_fd)
err_no_shift = rel_error(dn_mu, dn_n_fd)
charge_off = dn_off.sum() * dx
charge_mu = 2 * slope @ w_diag
charge_mu_fd = dn_mu_fd.sum() * dx
assert abs(charge_off) < 1e-9 and err_no_diag > 0.01
assert abs(charge_mu - charge_mu_fd) < 1e-6 and err_no_shift > 0.01


# ---------- curvature of the thermodynamic potentials ----------
def grand_potential(s, mu):
    levels = np.linalg.eigvalsh(ham + s * W)
    return -2 * TEMP * np.logaddexp(0.0, -(levels - mu) / TEMP).sum()


def free_energy(s):
    mu = mu_of(s)
    return grand_potential(s, mu) + mu * N_EL


curv_omega = w @ chi_mu @ w * dx**2
curv_free = w @ chi_n @ w * dx**2
curv_omega_fd = second_derivative(lambda s: grand_potential(s, mu0))
curv_free_fd = second_derivative(free_energy)
assert abs(curv_omega - curv_omega_fd) < 1e-5
assert abs(curv_free - curv_free_fd) < 1e-5

# ---------- grid convergence ----------
x2, ham2, w2 = build_well(0.2)
r2 = response_functions(ham2, 0.2, N_EL, TEMP)
dmu_fine = (r2[4] @ (r2[1]**2).T @ w2) / r2[4].sum() \
    if False else (r2[4] @ (w2 @ r2[1]**2)) / r2[4].sum()
curv_fine = w2 @ r2[6] @ w2 * 0.2**2
assert abs(dmu_fine - dmu) < 1e-7 and abs(curv_fine - curv_free) < 1e-6


# ---------- low temperature against frozen occupations ----------
def frozen_response(occ):
    def density(s):
        vecs = np.linalg.eigh(ham + s * W)[1][:, :len(occ)]
        return 2 * (vecs**2 @ np.array(occ)) / dx
    return derivative(density)


low_t = []
for number, occ in ((4.0, [1.0, 1.0]), (3.0, [1.0, 0.5])):
    frozen = frozen_response(occ)
    for temp in (0.02, 0.01):
        r = response_functions(ham, dx, number, temp)
        leak = (r[5] @ w).sum() * dx**2
        low_t.append((number, temp, leak, rel_error(r[6] @ w * dx, frozen)))
assert low_t[1][3] < 1e-6 and abs(low_t[1][2]) < 1e-6
assert low_t[2][3] < 1e-6 and low_t[3][3] < 1e-6
assert abs(low_t[3][2] / low_t[2][2] - 2) < 1e-4

# ---------- degenerate levels: free electrons on a ring of radius 1 ----------
k = np.arange(-6, 7)
e_ring = 0.5 * k.astype(float)**2
mu_ring = 0.5
W_ring = np.where(np.abs(k[:, None] - k[None, :]) == 2, 0.5, 0.0)


def ring_expectation(s):
    levels, vecs = np.linalg.eigh(np.diag(e_ring) + s * W_ring)
    occ = occupations(levels, mu_ring, TEMP)
    return 2 * occ @ np.einsum('ki,kl,li->i', vecs, W_ring, vecs)


standing = np.zeros((13, 13))
standing[6, 6] = 1.0
for m in range(1, 7):
    standing[[6 + m, 6 - m], 6 + m] = np.sqrt(0.5)
    standing[6 + m, 6 - m] = np.sqrt(0.5)
    standing[6 - m, 6 - m] = -np.sqrt(0.5)
W_standing = standing.T @ W_ring @ standing
F_ring = pair_factors(e_ring, mu_ring, TEMP)
same = np.abs(e_ring[:, None] - e_ring[None, :]) < 1e-7
F_only_ii = np.where(same & ~np.eye(13, dtype=bool), 0.0, F_ring)
ring_fd = derivative(ring_expectation)
ring_full = 2 * np.sum(F_ring * W_ring**2)
ring_full_standing = 2 * np.sum(F_ring * W_standing**2)
ring_ii_running = 2 * np.sum(F_only_ii * W_ring**2)
ring_ii_standing = 2 * np.sum(F_only_ii * W_standing**2)
assert abs(ring_full - ring_fd) < 1e-6
assert abs(ring_full_standing - ring_fd) < 1e-6
assert abs(ring_ii_running - ring_fd) > 0.1

# ---------- printed numbers ----------
kelvin = constants.physical_constants['hartree-kelvin relationship'][0]
print(f"Well frequency = {OMEGA} Ha, N = {N_EL:.0f}, T = {TEMP} Ha")
print(f"T in kelvin = {TEMP * kelvin:.0f} K")
print(f"Grid: {len(x)} points, spacing {dx} bohr, |x| <= {x[-1]:.0f} bohr")
print(f"Derivative step in lambda = {STEP} Ha")
print(f"mu at lambda=0 = {mu0:.6f} Ha")
print("level  e_i (Ha)  f_i  f'_i (1/Ha)  w_ii")
for i in range(7):
    print(f"{i}  {e[i]:.4f}  {f[i]:.6f}  {slope[i]:.6f}  {w_diag[i]:.6f}")
print(f"sum f'_i = {slope.sum():.6f} 1/Ha")
print(f"sum f'_i w_ii = {slope @ w_diag:.6f} 1/Ha")
print(f"dmu/dlambda, formula = {dmu:.8f}")
print(f"dmu/dlambda, finite difference = {dmu_fd:.8f}")
mu_p, mu_m = mu_of(0.01), mu_of(-0.01)
print(f"mu at lambda=+0.01 Ha = {mu_p:.8f} Ha")
print(f"mu at lambda=-0.01 Ha = {mu_m:.8f} Ha")
print(f"two-point quotient = {(mu_p - mu_m) / 0.02:.6f}")
print(f"Density matrix, largest deviation = {gamma_dev:.1e} 1/Ha")
print("dn/dlambda in 1/(Ha bohr):")
print("x (bohr)  fixed mu  fixed N  fixed N by differences")
for point in (-2.0, -1.0, 0.0, 1.0, 2.0, 3.0):
    j = int(np.argmin(np.abs(x - point)))
    print(f"{x[j]:.1f}  {dn_mu[j]:.6f}  {dn_n[j]:.6f}  {dn_n_fd[j]:.6f}")
print(f"dN/dlambda at fixed mu, formula = {charge_mu:.6f} 1/Ha")
print(f"dN/dlambda at fixed mu, differences = {charge_mu_fd:.6f} 1/Ha")
print("Relative error against fixed-N differences:")
print(f"  full formula = {err_full:.1e}")
print(f"  diagonal term omitted = {err_no_diag:.4f}")
print(f"  Fermi-level shift omitted = {err_no_shift:.4f}")
print(f"dN/dlambda, diagonal omitted = {charge_off:.1e} 1/Ha")
print(f"Omega'' formula, diff. = {curv_omega:.6f}, {curv_omega_fd:.6f} 1/Ha")
print(f"F'' formula, diff. = {curv_free:.6f}, {curv_free_fd:.6f} 1/Ha")
print("Low T: N, T (Ha), dN/dlambda at fixed mu (1/Ha),")
print("  relative deviation of fixed-N from frozen occupations")
for number, temp, leak, dev in low_t:
    print(f"{number:.0f}  {temp}  {leak:.4e}  {dev:.1e}")
print(f"Ring, mu = {mu_ring} Ha, T = {TEMP} Ha; d<cos 2theta>/dlambda, 1/Ha:")
print(f"  finite difference = {ring_fd:.6f}")
print(f"  all equal-energy pairs = {ring_full:.6f}")
print(f"  i=j only, running waves = {ring_ii_running:.6f}")
print(f"  i=j only, standing waves = {ring_ii_standing:.6f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Well frequency = 0.5 Ha, N = 4, T = 0.2 Ha
T in kelvin = 63155 K
Grid: 81 points, spacing 0.25 bohr, |x| <= 10 bohr
Derivative step in lambda = 0.004 Ha
mu at lambda=0 = 0.998932 Ha
level  e_i (Ha)  f_i  f'_i (1/Ha)  w_ii
0  0.2500  0.976902  -0.112820  0.413690
1  0.7500  0.776374  -0.868086  0.321759
2  1.2500  0.221777  -0.862961  0.178755
3  1.7500  0.022858  -0.111677  0.160974
4  2.2500  0.001916  -0.009564  0.139074
5  2.7500  0.000158  -0.000788  0.124295
6  3.2500  0.000013  -0.000065  0.114071
sum f'_i = -1.965966 1/Ha
sum f'_i w_ii = -0.499658 1/Ha
dmu/dlambda, formula = 0.25415395
dmu/dlambda, finite difference = 0.25415395
mu at lambda=+0.01 Ha = 1.00147645 Ha
mu at lambda=-0.01 Ha = 0.99639339 Ha
two-point quotient = 0.254153
Density matrix, largest deviation = 6.1e-11 1/Ha
dn/dlambda in 1/(Ha bohr):
x (bohr)  fixed mu  fixed N  fixed N by differences
-2.0  -0.001998  0.205343  0.205343
-1.0  -0.009312  0.120720  0.120720
0.0  -0.138246  -0.027138  -0.027138
1.0  -0.579179  -0.449147  -0.449147
2.0  -0.258301  -0.050960  -0.050960
3.0  -0.013688  0.080775  0.080775
dN/dlambda at fixed mu, formula = -0.999316 1/Ha
dN/dlambda at fixed mu, differences = -0.999316 1/Ha
Relative error against fixed-N differences:
  full formula = 2.2e-11
  diagonal term omitted = 0.1036
  Fermi-level shift omitted = 0.7500
dN/dlambda, diagonal omitted = 6.3e-16 1/Ha
Omega'' formula, diff. = -0.713559, -0.713559 1/Ha
F'' formula, diff. = -0.459579, -0.459579 1/Ha
Low T: N, T (Ha), dN/dlambda at fixed mu (1/Ha),
  relative deviation of fixed-N from frozen occupations
4  0.02  -1.8652e-04  2.4e-05
4  0.01  -1.3902e-09  1.6e-10
3  0.02  -8.0440e+00  3.4e-10
3  0.01  -1.6088e+01  3.6e-10
Ring, mu = 0.5 Ha, T = 0.2 Ha; d<cos 2theta>/dlambda, 1/Ha:
  finite difference = -2.423773
  all equal-energy pairs = -2.423773
  i=j only, running waves = -1.173773
  i=j only, standing waves = -2.423773
ALL CHECKS PASSED
```
